\section*{Finite-size corrections for vertical charge transitions of a defect, part 1}

(Sections cited here and not found follow in the second part.)

\section{The vertical energy and its size dependence}

\subsection{Result}

A defect of charge $q$ in an insulating crystal has its ions relaxed. A charge $\Delta q$ is then added so quickly that the ions keep their positions while the electrons adjust. If the energy of this transition is computed in a cubic supercell of edge $L$, the amount to be added to obtain the energy for a single defect in an infinite crystal is
\begin{equation}
C_{\mathrm{vert}}=\frac{\alpha}{L}\left[\frac{q\,\Delta q}{\varepsilon_0}+\frac{(\Delta q)^2}{2\varepsilon_\infty}\right]+O(L^{-3}).
\label{eq:result}
\end{equation}
Here $\varepsilon_0$ is the static dielectric constant, to which ions and electrons contribute, and $\varepsilon_\infty$ is the high-frequency constant, to which electrons alone contribute. The number $\alpha=2.8373$ is the Madelung constant of a simple cubic array of point charges in a uniform neutralizing background. Charges are counted in units of the elementary charge, so that capture of an electron is $\Delta q=-1$. Atomic units are used in the algebra.

The two constants do not belong to two separate objects, the frozen polarization and the added charge. The frozen ionic polarization is a fixed charge distribution, and electrons alone screen it, as they do the added charge. The static constant enters because the initial charge and the ionic polarization it has induced together produce the far potential $q/(\varepsilon_0 r)$. The added charge moves in that potential, which gives the cross term. Its own self-energy is screened by electrons, which gives the second term.

\subsection{Conventions and assumptions}

The crystal is cubic, so each dielectric constant is a scalar. It is also taken not to be piezoelectric, since otherwise long-wave strain would add a direction-dependent screening at the same order as $\varepsilon_0$. The supercell contains $N^3$ primitive cells of edge $a$ and volume $\omega=a^3$; hence $L=Na$ and its volume is $\Omega=L^3$. For a face- or body-centred lattice the conventional cube takes the place of the primitive cell throughout. The defect charge is localized well within the cell, and the site has cubic symmetry, so the defect has no dipole moment. A charged supercell is neutralized by a uniform background, which amounts to omitting the Fourier component of zero wave vector from the Coulomb energy. The average electrostatic potential is thereby set to zero. For the isolated defect the zero is the average potential of the bulk far away.

An electron that leaves or enters the defect is exchanged with a reservoir whose energy is measured from the bulk average potential. The reservoir contributes a term proportional to $\Delta q$ that does not depend on $L$. The potential of the perfect crystal, acting on the added charge, gives another term independent of $L$. Both are left out below.

The crystal is assumed to respond linearly. Let the vector $u$ collect the ionic displacements and $y$ the electronic ones, and let $\rho$ be the charge density brought in by the defect. The energy is then quadratic:
\begin{equation}
E(u,y;\rho)=\tfrac12 X^{T}KX+X^{T}\beta\rho+\tfrac12\rho^{T}v\rho,
\qquad X=\begin{pmatrix}u\\ y\end{pmatrix}.
\label{eq:functional}
\end{equation}
The matrix $K$ contains the short-range forces and the Coulomb interaction among the displaced charges, $\beta$ couples displacements to the defect charge, and $v$ is the bare Coulomb interaction. Products such as $\rho^Tv\rho$ stand for double integrals over space. The blocks of $K$ are written $K_{uu}$, $K_{uy}$, $K_{yu}$ and $K_{yy}$, and those of $\beta$ are $\beta_u$ and $\beta_y$. Both $K$ and $K_{yy}$ are positive definite, since the crystal is stable, once the rigid translation of the whole crystal is held fixed.

\subsection{Two screened interactions}

If ions and electrons both relax, the derivative of (\ref{eq:functional}) with respect to $X$ vanishes:
\begin{equation}
KX+\beta\rho=0,\qquad X=-K^{-1}\beta\rho .
\label{eq:relax}
\end{equation}
Inserted into (\ref{eq:functional}), the first term becomes $+\tfrac12\rho^T\beta^TK^{-1}\beta\rho$ and the second becomes $-\rho^T\beta^TK^{-1}\beta\rho$. Their sum is minus one half of the same expression, and therefore
\begin{equation}
E_{\mathrm{relaxed}}=\tfrac12\rho^{T}W_0\rho,\qquad W_0=v-\beta^{T}K^{-1}\beta .
\label{eq:W0}
\end{equation}
The potential felt by a further small charge is the derivative of (\ref{eq:functional}) with respect to $\rho$ at fixed $X$:
\begin{equation}
\varphi=\frac{\partial E}{\partial\rho}=v\rho+\beta^{T}X .
\label{eq:potential}
\end{equation}
With (\ref{eq:relax}) this is $\varphi=W_0\rho$. Thus $W_0$ is the Coulomb interaction screened by ions and electrons.

Now let the charge change by $\delta\rho$ while $u$ is held fixed. The electrons remain in equilibrium, so the $y$ rows of the stationarity condition still hold. Their change is
\begin{equation}
K_{yy}\,\delta y+\beta_y\,\delta\rho=0,\qquad \delta y=-K_{yy}^{-1}\beta_y\,\delta\rho .
\label{eq:dy}
\end{equation}
No term with $K_{yu}$ appears because $\delta u=0$. By (\ref{eq:potential}), the potential changes by
\begin{equation}
\delta\varphi=v\,\delta\rho+\beta_y^{T}\delta y=W_\infty\,\delta\rho,
\qquad W_\infty=v-\beta_y^{T}K_{yy}^{-1}\beta_y .
\label{eq:Winf}
\end{equation}
This is the interaction screened by electrons alone. It does not depend on where the ions are frozen, which is a property of the quadratic functional.

\subsection{Energy of the vertical transition}

Let $\rho_1$ be the initial defect charge, with total charge $q$, and $\rho_2$ the added charge, with total charge $\Delta q$. Before the transition everything is relaxed, and the potential is $W_0\rho_1$. The added charge is turned on as $\lambda\rho_2$, with $\lambda$ running from 0 to 1. By (\ref{eq:Winf}) the potential at stage $\lambda$ is
\begin{equation}
\varphi_\lambda=W_0\rho_1+\lambda W_\infty\rho_2 .
\label{eq:philambda}
\end{equation}
The total derivative of the energy is
\begin{equation}
\frac{dE}{d\lambda}=\rho_2^{T}\varphi_\lambda
+\left(\frac{\partial E}{\partial y}\right)^{T}\frac{dy}{d\lambda}
+\left(\frac{\partial E}{\partial u}\right)^{T}\frac{du}{d\lambda}.
\label{eq:dEdl}
\end{equation}
The second term vanishes because the electrons are in equilibrium, $\partial E/\partial y=0$. The third vanishes for a different reason: the forces on the ions are not zero during the transition, but the ions do not move, $du/d\lambda=0$. Integration of the first term gives
\begin{equation}
E_{\mathrm{vert}}=\int_0^1\rho_2^{T}\varphi_\lambda\,d\lambda
=\rho_2^{T}W_0\rho_1+\tfrac12\rho_2^{T}W_\infty\rho_2 .
\label{eq:Evert}
\end{equation}
The factor one half belongs to the second term alone, because the potential of the initial charge is already at full strength when the added charge arrives.

Equation (\ref{eq:Evert}) holds both in a supercell and in an infinite crystal, provided $W_0$ and $W_\infty$ are evaluated for the respective system. In particular, the frozen ions of the supercell have relaxed in the field of the defect, its images and the background, whereas those of the isolated defect have relaxed in the field of one defect. This difference is contained in $W_0$.

\subsection{The interaction at long wavelength}

Both terms of (\ref{eq:Evert}) have the form $\rho_b^TW\rho_a$, where $W$ has the dielectric constant $\varepsilon=\varepsilon_0$ or $\varepsilon=\varepsilon_\infty$. The response of a perfect crystal couples wave vectors that differ by a reciprocal lattice vector $\mathbf K$ of the primitive cell. In the supercell, therefore,
\begin{equation}
(\rho_b^{T}W\rho_a)_{\mathrm{per}}=\frac1\Omega\sum_{\mathbf k}h(\mathbf k),\qquad
h(\mathbf k)=\sum_{\mathbf K\mathbf K'}\rho_b^{*}(\mathbf k+\mathbf K)W_{\mathbf K\mathbf K'}(\mathbf k)\rho_a(\mathbf k+\mathbf K').
\label{eq:mesh}
\end{equation}
The sum runs over the $N^3$ wave vectors of the primitive Brillouin zone that fit the supercell, with spacing $2\pi/L$. For the isolated defect the mesh becomes continuous, and $\Omega^{-1}\sum_{\mathbf k}$ is replaced by $\int d^3k/(2\pi)^3$ over the same zone. The finite-size error is thus the difference between a sum and an integral of one function, apart from the point $\mathbf k=0$, where the supercell omits the component of zero wave vector.

The function $h$ is singular at $\mathbf k=0$. For a slowly varying charge, $\nabla\cdot\mathbf D=4\pi\rho$ with $\mathbf D=\varepsilon\mathbf E$ and $\mathbf E=-\nabla\varphi$. In Fourier space this reads
\begin{equation}
\varepsilon k^2\varphi(\mathbf k)=4\pi\rho(\mathbf k),\qquad
W_{00}(\mathbf k)\to\frac{4\pi}{\varepsilon k^2}.
\label{eq:longwave}
\end{equation}
The localized charges have $\rho_a(\mathbf k)\to Q_a$ and $\rho_b(\mathbf k)\to Q_b$, their total charges. Terms with one of $\mathbf K,\mathbf K'$ different from zero grow at most as $1/k$, because a long-wave charge acts on the interior of a cell through its field, which is of order $1/k$. Terms with both vectors different from zero can grow as $1/k^2$ one by one, since acoustic vibrations offer little resistance to a force of long wavelength. Their sum stays finite: at a site of cubic symmetry the localized charge exerts no net force on the lattice, so the force that drives these vibrations is itself of order $k$. Since the densities are real in space, $h(-\mathbf k)=h^*(\mathbf k)$. The imaginary parts cancel between $\mathbf k$ and $-\mathbf k$, and the real part is even. Near $\mathbf k=0$, $h$ is built by sums, products and matrix inversion from the kernel $4\pi/k^2$ and from short-range quantities that are analytic in the components of $\mathbf k$. Each term of its expansion is therefore a rational function of these components, homogeneous of some degree $m$, and changes by the factor $(-1)^m$ under $\mathbf k\to-\mathbf k$. The even real part thus contains no terms of odd degree, although its coefficients may depend on direction:
\begin{equation}
\operatorname{Re}h(\mathbf k)=\frac{4\pi S}{k^2}+r_0(\hat{\mathbf k})+O(k^2),\qquad S=\frac{Q_aQ_b}{\varepsilon}.
\label{eq:expansion}
\end{equation}

\subsection{The singular part gives the Madelung term}

To isolate the singularity, take the function $\sum_{\mathbf K}4\pi S\,e^{-\eta|\mathbf k+\mathbf K|^2}/|\mathbf k+\mathbf K|^2$, with a positive parameter $\eta$. It is periodic in the reciprocal lattice and has the same leading singularity as $h$. Summing it over the mesh is the same as summing over all reciprocal vectors $\mathbf G$ of the supercell. Its sum minus its integral is $S\,F(\eta)$, with
\begin{equation}
F(\eta)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\eta G^2}}{G^2}
-\int\frac{d^3G}{(2\pi)^3}\frac{4\pi e^{-\eta G^2}}{G^2}.
\label{eq:F}
\end{equation}
The integral equals $(2/\pi)\int_0^\infty e^{-\eta G^2}dG=1/\sqrt{\pi\eta}$. The dependence on $\eta$ follows by differentiation, which removes the denominators:
\begin{equation}
\frac{dF}{d\eta}=-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}e^{-\eta G^2}
+4\pi\int\frac{d^3G}{(2\pi)^3}e^{-\eta G^2}.
\label{eq:dF}
\end{equation}
Poisson's summation formula turns the sum over all $\mathbf G$ into a sum over supercell lattice vectors $\mathbf R$:
\begin{equation}
\frac1\Omega\sum_{\mathbf G}e^{-\eta G^2}=\sum_{\mathbf R}\frac{e^{-R^2/4\eta}}{(4\pi\eta)^{3/2}} .
\label{eq:poisson}
\end{equation}
The term $\mathbf R=0$ equals the integral in (\ref{eq:dF}) and cancels it. Adding and subtracting the missing term $\mathbf G=0$ then gives
\begin{equation}
\frac{dF}{d\eta}=\frac{4\pi}{\Omega}-4\pi\sum_{\mathbf R\ne0}\frac{e^{-R^2/4\eta}}{(4\pi\eta)^{3/2}} .
\label{eq:dF2}
\end{equation}
The limit $\eta\to0$ of $F$ describes point charges. It has the dimension of an inverse length, and $L$ is the one length left in it, so it can be written $F(0)=-\alpha/L$. This defines $\alpha$. The derivative of $\operatorname{erfc}(R/2\sqrt\eta)/R$ with respect to $\eta$ is $e^{-R^2/4\eta}/(2\sqrt\pi\,\eta^{3/2})$, which is $4\pi$ times the summand in (\ref{eq:dF2}). Integration from 0 to $\eta$ yields
\begin{equation}
F(\eta)=-\frac{\alpha}{L}+\frac{4\pi\eta}{\Omega}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sqrt\eta)}{R}.
\label{eq:ewald}
\end{equation}
Solved for $\alpha$, with $F(\eta)$ from (\ref{eq:F}), this is Ewald's method: for $\eta$ of order $L^2/16$ both sums converge after a few shells. The result is $\alpha=2.8373$. For $\eta$ fixed while $L$ grows, the last sum in (\ref{eq:ewald}) is exponentially small, and the second term is of order $L^{-3}$.

\subsection{The regular part begins at third order}

The remainder $r(\mathbf k)$, the real part of $h$ minus the singular function just treated, is bounded at $\mathbf k=0$, but its limit may depend on direction. Let $\hat r(\mathbf R)=\int d^3k\,(2\pi)^{-3}r(\mathbf k)e^{i\mathbf k\cdot\mathbf R}$, taken over the Brillouin zone. Summing the Fourier series of $r$ over the mesh keeps those lattice vectors that are also supercell vectors:
\begin{equation}
\frac1\Omega\sum_{\mathbf k}r(\mathbf k)-\int\frac{d^3k}{(2\pi)^3}r(\mathbf k)=\sum_{\mathbf R\ne0}\hat r(\mathbf R).
\label{eq:images}
\end{equation}
At $\mathbf k=0$, where the limit of $r$ may depend on direction, the series summed shell by shell has a finite value. The supercell may have another finite value there, and this changes the sum by a constant divided by $\Omega$, which is of order $L^{-3}$.

At large $R$, $\hat r$ is governed by the behaviour of $r$ near $\mathbf k=0$. Rescaling $\mathbf k$ in the Fourier integral shows that a term of degree $m$ in $k$ produces a tail of degree $-3-m$ in $R$. The direction-dependent term of degree zero gives $t(\hat{\mathbf R})/R^3$. Its isotropic part is a constant and has no tail, so $t$ averages to zero over directions, and the sum over images converges when taken shell by shell. With $\mathbf R=L\mathbf n$ and integer vectors $\mathbf n$, it is $L^{-3}$ times a number. The terms of degree two give $L^{-5}$. There is no $L^{-2}$ term because (\ref{eq:expansion}) has no odd powers.

The two parts together give
\begin{equation}
(\rho_b^TW\rho_a)_{\mathrm{per}}-(\rho_b^TW\rho_a)_{\mathrm{iso}}=-\frac{\alpha}{L}\frac{Q_aQ_b}{\varepsilon}+O(L^{-3}).
\label{eq:bilinear}
\end{equation}
In the first term of (\ref{eq:Evert}), $Q_aQ_b=q\Delta q$ and $\varepsilon=\varepsilon_0$. In the second, $Q_aQ_b=(\Delta q)^2$ and $\varepsilon=\varepsilon_\infty$, with the factor one half. Reversing the sign, since the correction is isolated minus periodic, gives (\ref{eq:result}).

\subsection{Physical reading}

Images and background lower the potential at a positive defect. When a part $s$ of the added charge is in place, this shift is $-(\alpha/L)(q/\varepsilon_0+s/\varepsilon_\infty)$. Its integral over $s$ from 0 to $\Delta q$ is $-C_{\mathrm{vert}}$ at leading order.

This reading also indicates why linear response is needed mainly far from the defect. Close to it, bonds may rearrange in a way that (\ref{eq:functional}) does not describe. The potential of images and background is nevertheless nearly constant there: at a site of cubic symmetry its gradient vanishes, and its variation over a distance $r$ is of order $r^2/L^3$. A constant potential multiplies the total charge whatever the local structure, so the $1/L$ term depends on the charge and on the bulk dielectric constants. The local structure enters the $L^{-3}$ term, together with the shape of the charge and the short-range part of the potential that shifts the cell average.

\section{Total energies, frozen polarization and a worked example}

This part has derived the correction (\ref{eq:result}) for the vertical energy, with the static constant in the cross term, the high-frequency constant in the self term, and a remainder of order $L^{-3}$. What remains is to find the corrections of the total and relaxation energies, to express the result through the frozen polarization charge, and to follow the size dependence numerically in a model crystal.
